# Unfolding supercell bands onto primitive-cell momentum in a Wannier basis

When a crystal acquires a weak superstructure, such as alternating bond lengths, its true unit cell becomes larger and its Brillouin zone smaller. A band calculation for the larger cell returns many folded bands in the small zone, although for a weak distortion the states should stay close to those of the original crystal, except near the crossings of folded bands, where they mix strongly and a gap can open. The energies do not show which folded states carry on the original band and which are faint replicas of it. The eigenvectors do. What is needed is the weight of each supercell state on each momentum of the primitive lattice.

Let the supercell contain \(M\) primitive cells, and let its lattice vectors \(\mathbf R\) be a subset of the primitive lattice vectors \(\mathbf r\). The crystal consists of \(L\) supercells with periodic boundary conditions, hence of \(LM\) primitive cells. Atomic units are used in the algebra, so momentum and wave vector coincide. The electrons are described by a one-particle Hamiltonian \(H\) within a space spanned by orthonormal Wannier functions \(|\mathbf R N\rangle\) of the supercell. Each \(N\) is labelled by the primitive cell \(\mathbf r_N\) in which it is counted and by its type \(n_N\), which includes spin:

\[
|\mathbf R N\rangle=|\mathbf R+\mathbf r_N,\,n_N\rangle .
\]

Here \(\mathbf r_N\) is a primitive lattice vector, not the position of an atom. No two functions of one supercell share both labels. The labelling presumes that each function can be recognised as the counterpart of an orbital of the primitive crystal, with the same sign and phase in every primitive cell. A Wannier function is defined only up to such a phase, and the weights derived below depend on it while the energies do not. In an undistorted chain described with a doubled cell, a factor \(e^{i\varphi}\) on every second function turns the weights 1 and 0 into \(\cos^2(\varphi/2)\) and \(\sin^2(\varphi/2)\), and a sign change exchanges them. The phases must therefore be aligned before unfolding.

The Bloch sums of the two descriptions are

\[
|\mathbf K N\rangle=\frac1{\sqrt L}\sum_{\mathbf R}e^{i\mathbf K\cdot\mathbf R}|\mathbf R N\rangle,\qquad
|\mathbf k n\rangle=\frac1{\sqrt{LM}}\sum_{\mathbf r}e^{i\mathbf k\cdot\mathbf r}|\mathbf r n\rangle .
\]

Both have phases of lattice vectors alone. If \(\mathbf G\) is a reciprocal vector of the supercell lattice, \(e^{i\mathbf G\cdot\mathbf R}=1\), so \(|\mathbf K+\mathbf G,N\rangle=|\mathbf KN\rangle\).

With \(H_{NN'}(\mathbf R)=\langle\mathbf 0N|H|\mathbf RN'\rangle\), supercell periodicity makes all \(L\) choices of the left-hand cell equivalent, and

\[
H_{NN'}(\mathbf K)=\langle\mathbf KN|H|\mathbf KN'\rangle=\sum_{\mathbf R}e^{i\mathbf K\cdot\mathbf R}H_{NN'}(\mathbf R).
\]

In practice these matrices are first known on a coarse uniform mesh of \(N_K\) momenta \(\mathbf K_q\), taken here to contain \(\mathbf K=\mathbf 0\); on a shifted mesh the repeated terms below would carry extra phases. The inverse transform on that mesh gives

\[
\frac1{N_K}\sum_q e^{-i\mathbf K_q\cdot\mathbf R}H(\mathbf K_q)
=\sum_{\mathbf R'}H(\mathbf R')\,\frac1{N_K}\sum_qe^{i\mathbf K_q\cdot(\mathbf R'-\mathbf R)}
=\sum_{\mathbf T}H(\mathbf R+\mathbf T),
\]

where \(\mathbf T\) runs over the vectors with \(e^{i\mathbf K_q\cdot\mathbf T}=1\) for every mesh point; for other separations the phases cancel. If the range of \(H(\mathbf R)\) fits into one period of the mesh, the term \(\mathbf T=\mathbf 0\) alone survives. The sum for \(H(\mathbf K)\) then holds at any \(\mathbf K\), which is Wannier interpolation. Otherwise the tails are added onto shorter vectors through the terms \(\mathbf T\neq\mathbf 0\); the interpolation still reproduces \(H(\mathbf K_q)\) on the mesh but is in error between mesh points.

Diagonalization gives \(\sum_{N'}H_{NN'}(\mathbf K)C_{N'J}=E_JC_{NJ}\) and the states \(|\mathbf KJ\rangle=\sum_NC_{NJ}|\mathbf KN\rangle\). Their overlap with a primitive Bloch sum follows from

\[
\langle\mathbf kn|\mathbf RN\rangle=\frac1{\sqrt{LM}}\,e^{-i\mathbf k\cdot(\mathbf R+\mathbf r_N)}\,\delta_{n,n_N}.
\]

Inserting the expansion of \(|\mathbf KJ\rangle\) and collecting the factors,

\[
\langle\mathbf kn|\mathbf KJ\rangle=\frac1{L\sqrt M}\sum_N\delta_{n,n_N}e^{-i\mathbf k\cdot\mathbf r_N}C_{NJ}\sum_{\mathbf R}e^{i(\mathbf K-\mathbf k)\cdot\mathbf R}.
\]

The last sum is unchanged if every \(\mathbf R\) is shifted by the same supercell vector \(\mathbf R_0\), yet the shift multiplies it by \(e^{i(\mathbf K-\mathbf k)\cdot\mathbf R_0}\). It therefore vanishes unless this factor is 1 for all \(\mathbf R_0\), that is, unless \(\mathbf k=\mathbf K+\mathbf G\). In that case it equals \(L\). The spectral weight is thus

\[
W_{nJ}(\mathbf k)=|\langle\mathbf kn|\mathbf KJ\rangle|^2=\frac1M\Big|\sum_N\delta_{n,n_N}e^{-i\mathbf k\cdot\mathbf r_N}C_{NJ}(\mathbf K)\Big|^2,\qquad \mathbf k=\mathbf K+\mathbf G,
\]

and zero for any other \(\mathbf k\). The number of supercells has dropped out. Since \(H(\mathbf K+\mathbf G)=H(\mathbf K)\), one may diagonalize directly at \(\mathbf K=\mathbf k\).

There are two sum rules, one for a fixed state and one for a fixed momentum. For a fixed state, sum over all types and over the \(M\) vectors \(\mathbf G\) that are distinct modulo primitive reciprocal vectors \(\mathbf g\); their number is the ratio of the two zone volumes. Expanding the square gives

\[
\sum_{\mathbf G,n}W_{nJ}(\mathbf K+\mathbf G)=\sum_{NN'}\delta_{n_N,n_{N'}}C_{NJ}C^*_{N'J}\,e^{-i\mathbf K\cdot\mathbf\Delta}\,\frac1M\sum_{\mathbf G}e^{-i\mathbf G\cdot\mathbf\Delta},\qquad \mathbf\Delta=\mathbf r_N-\mathbf r_{N'} .
\]

Because \(\mathbf\Delta\) is a primitive lattice vector, \(e^{-i\mathbf g\cdot\mathbf\Delta}=1\), and adding a fixed \(\mathbf G_0\) to every \(\mathbf G\) merely permutes the terms of the last sum. It also multiplies that sum by \(e^{-i\mathbf G_0\cdot\mathbf\Delta}\). The sum must vanish if any such factor differs from 1, which happens unless \(\mathbf\Delta\) is a supercell vector. Two cells of the same supercell differ by a supercell vector only if they coincide. Hence \(\mathbf r_N=\mathbf r_{N'}\), and with equal types \(N=N'\), so that

\[
\sum_{\mathbf G,n}W_{nJ}(\mathbf K+\mathbf G)=\sum_N|C_{NJ}|^2=1 .
\]

Each supercell state is one electron state, shared among \(M\) primitive momenta.

For a fixed \(\mathbf k\) and \(n\), sum instead over all bands. The eigenvectors of a Hermitian matrix are complete, \(\sum_JC_{NJ}C^*_{N'J}=\delta_{NN'}\), and therefore

\[
\sum_JW_{nJ}(\mathbf k)=\frac1M\sum_N\delta_{n,n_N}=\frac{M_n}M ,
\]

where \(M_n\) is the number of primitive cells in the supercell that hold an orbital of type \(n\). The result is 1 if none is missing. If one of three cells lacks the orbital, it is \(2/3\): the sum \(|\mathbf kn\rangle\) then runs over the orbitals present and has squared norm \(2/3\). The first rule is unaffected, since its proof never used the number of orbitals per cell. The second rule needs all bands of the Wannier space; a sum over occupied bands gives an occupation instead.

For \(M_n=M\), the spectral function \(A_n(\mathbf k,\omega)=\sum_JW_{nJ}(\mathbf k)\,\delta(\omega-E_J)\) is a normalized distribution of energy. Since the normalized state \(|\mathbf kn\rangle\) lies in the span of the \(|\mathbf KJ\rangle\), its moments are \(\sum_JW_{nJ}E_J^p=\langle\mathbf kn|H^p|\mathbf kn\rangle\). The mean \(\bar E\) is the diagonal element of \(H\). If no orbital of any type is missing, inserting the complete set of primitive Bloch sums between the two factors of \(H^2\) gives the variance,

\[
\sum_JW_{nJ}(E_J-\bar E)^2=\sum_{(\mathbf k'n')\neq(\mathbf kn)}|\langle\mathbf k'n'|H|\mathbf kn\rangle|^2 .
\]

The spread in energy thus measures the coupling of \(|\mathbf kn\rangle\) to other momenta, caused by the superstructure, and to other types at the same momentum, which exists in a perfect crystal too.

So far "momentum" has referred to translation of labels. It acquires its real-space meaning if no orbital is missing from any primitive cell and Wannier functions of one type are exact translates of one another. A translation \(T_{\mathbf t}\) by a primitive vector then takes \(|\mathbf rn\rangle\) to \(|\mathbf r+\mathbf t,n\rangle\), and relabelling the sum gives \(T_{\mathbf t}|\mathbf kn\rangle=e^{-i\mathbf k\cdot\mathbf t}|\mathbf kn\rangle\). A plane wave of wave vector \(\mathbf k+\mathbf g\) has the same eigenvalue, because \(e^{-i\mathbf g\cdot\mathbf t}=1\). Eigenstates of \(T_{\mathbf t}\) with different eigenvalues are orthogonal, so these plane waves see only the part \(\sum_n|\mathbf kn\rangle\langle\mathbf kn|\mathbf KJ\rangle\) of the state. Taken with both spin projections, which the sum over \(\mathbf g\) is understood to include when the types carry spin, they are also complete for functions of that translation symmetry, and hence

\[
\sum_{\mathbf g}|\langle\mathbf k+\mathbf g|\mathbf KJ\rangle|^2=\sum_nW_{nJ}(\mathbf k).
\]

In a distorted crystal the Wannier functions are displaced and deformed, and the two sides generally differ.

The smallest example is a chain with one orbital per primitive cell of length \(a\), whose cell is doubled by alternating hoppings and site energies:

\[
H=\sum_rD(-1)^r|r\rangle\langle r|-\sum_r\left[t+d(-1)^r\right]\big(|r+1\rangle\langle r|+|r\rangle\langle r+1|\big).
\]

Here \(r\) is an integer that numbers the sites, and \(M=2\). The momenta that mix are \(k\) and \(q=k+\pi/a\), with \(e^{iqar}=(-1)^re^{ikar}\). Relabelling sites, the uniform hopping acts as

\[
-t\sum_r\big(|r+1\rangle\langle r|+|r\rangle\langle r+1|\big)|k\rangle=-t\,(e^{-ika}+e^{ika})|k\rangle=\varepsilon|k\rangle,\qquad \varepsilon=-2t\cos ka ,
\]

and on \(|q\rangle\) it gives \(-\varepsilon\), because \(\cos(ka+\pi)=-\cos ka\). The alternating site energy turns \(|q\rangle\) into \(D|k\rangle\). For the alternating hopping acting on \(|q\rangle\), the first term contains \((-1)^re^{iqar}=e^{ikar}\) on site \(r+1\) and yields \(e^{-ika}|k\rangle\). The second contains \((-1)^re^{iqa(r+1)}=-e^{ika}e^{ikar}\) on site \(r\) and yields \(-e^{ika}|k\rangle\). With the prefactor \(-d\),

\[
V=\langle k|H|q\rangle=D-d\,(e^{-ika}-e^{ika})=D+2id\sin ka .
\]

In the basis \(|k\rangle,|q\rangle\) the Hamiltonian is therefore

\[
h=\begin{pmatrix}\varepsilon&V\\V^*&-\varepsilon\end{pmatrix},\qquad h^2=(\varepsilon^2+|V|^2)\,\mathbf 1,\qquad E_\pm=\pm\sqrt{\varepsilon^2+|V|^2}.
\]

Because \(h^2=E_\pm^2\mathbf 1\), the matrix \(\tfrac12(\mathbf 1+h/E_\pm)\) leaves the eigenvector of \(E_\pm\) unchanged and annihilates the other one. It is the projector on that eigenvector, and its first diagonal element is the weight on \(k\):

\[
W_\pm(k)=\frac12\left(1+\frac{\varepsilon}{E_\pm}\right).
\]

Since \(E_-=-E_+\), the weights add to 1. The mean energy is \(\tfrac12(E_++E_-)+\varepsilon=\varepsilon\), the band of the uniform chain, and the variance is \(E_\pm^2-\varepsilon^2=|V|^2\), as the moment formulas require.

Take the round model values \(t=1\) eV, \(d=0.1\) eV, \(D=0.3\) eV and \(a=2.5\) angstrom, for which the primitive zone boundary lies at \(\pi/a=1.2566\) angstrom\(^{-1}\). A supercell calculation starts from the sites 0 and 1 of the double cell. Site 0 is joined to site 1 of its own cell by \(-(t+d)\) and to site 1 of the preceding cell by \(-(t-d)\), so

\[
H_{01}(K)=-(t+d)-(t-d)e^{-2iKa}.
\]

Only neighbouring supercells are coupled, and a mesh of three momenta is enough for exact interpolation. At \(Ka=\pi/4\) the phase is \(-i\), and \(H_{01}=-1.1+0.9i\) eV. Here \(\varepsilon=-1.41421\) eV and \(|V|^2=0.09+0.02=0.11\) eV\(^2\), so the lower energy is \(E_-=-\sqrt{2+0.11}=-1.45258\) eV. The first row of the eigenvalue equation, \((D-E_-)C_0+H_{01}C_1=0\), gives

\[
\frac{C_1}{C_0}=\frac{0.3+1.45258}{1.1-0.9i},\qquad C_0=0.62987,\quad C_1=0.60113+0.49184i
\]

after normalization with \(C_0\) real. With \(e^{-ika}C_1=0.77285-0.07728i\), the weights of this one state on its two primitive momenta are

\[
\begin{aligned}
W_-(k)&=\tfrac12|0.62987+0.77285-0.07728i|^2=0.9868,\\
W_-(k+\pi/a)&=\tfrac12|0.62987-0.77285+0.07728i|^2=0.0132 .
\end{aligned}
\]

They add to 1. The closed form gives the same first value, \(\tfrac12(1+1.41421/1.45258)=0.9868\). Across half of the primitive zone the two bands have these energies and weights:

| \(ka/\pi\) | \(E_-\) (eV) | \(W_-\) | \(E_+\) (eV) | \(W_+\) |
|---|---|---|---|---|
| 0 | −2.022 | 0.994 | 2.022 | 0.006 |
| 0.25 | −1.453 | 0.987 | 1.453 | 0.013 |
| 0.40 | −0.713 | 0.933 | 0.713 | 0.067 |
| 0.50 | −0.361 | 0.500 | 0.361 | 0.500 |
| 0.60 | −0.713 | 0.067 | 0.713 | 0.933 |
| 0.75 | −1.453 | 0.013 | 1.453 | 0.987 |
| 1 | −2.022 | 0.006 | 2.022 | 0.994 |

The energies repeat with the small period \(\pi/a\), but the weights do not. The strong weight follows the lower band up to \(ka=\pi/2\) and the upper band beyond it, which traces the cosine band of the uniform chain with a gap cut into it. Writing

\[
E_\pm^2=D^2+4d^2+4(t^2-d^2)\cos^2ka
\]

shows that for \(t>|d|\) the bands are closest at \(ka=\pi/2\). The gap is \(2\sqrt{D^2+4d^2}=2\sqrt{0.13}=0.721\) eV, or 0.0265 hartree.

The faint replica, or ghost band, has a simple size when the perturbation is weak. For \(\varepsilon<0\) it is the upper band, and with \(x=|V|^2/\varepsilon^2\),

\[
W_+=\frac12\left(1-\frac1{\sqrt{1+x}}\right)=\frac x4-\frac{3x^2}{16}+\dots\approx\frac{|V|^2}{(2\varepsilon)^2}.
\]

This is the squared coupling over the squared energy separation \(2\varepsilon\) of the two mixed states. At \(ka=\pi/4\) the estimate is \(0.11/8=0.01375\), against the full value 0.01321. It is 4% too large relative to the full value, in line with the leading relative error \(3x/4\) at \(x=0.055\). The estimate fails where \(|\varepsilon|\) is not large compared with \(|V|\): at \(ka=\pi/2\) it diverges, while the true weight is one half.

Without any perturbation, \(E_\pm=\pm|\varepsilon|\), and the weights are 0 and 1 as long as \(\varepsilon\neq0\). At \(ka=\pi/2\) both energies vanish and the eigenvectors are arbitrary. The site vectors \((1,0)\) and \((0,1)\) have weights \(\tfrac12\) and \(\tfrac12\). The equally valid vectors \((1,\pm i)/\sqrt2\) have weights \(\tfrac14|1\pm1|^2\), that is, 1 and 0. In a degenerate level only the summed weight has meaning. It depends on \(\sum_JC_{NJ}C^*_{N'J}\) over the level, which a unitary mixing of the degenerate states leaves unchanged.

The chain also shows what the labels can and cannot represent. Place a Gaussian of standard deviation \(0.3a\) on each site of a ring of 20 sites, and orthonormalize the set symmetrically with the inverse square root of its overlap matrix. That matrix depends only on the distance between sites, so the resulting functions are still translates. Build the two states at \(ka=0.3\pi\) from them on a real-space grid, Fourier transform, and sum the squared plane-wave amplitudes over \(k+g\). The result is 0.980 for the lower band and 0.020 for the upper, equal to the Wannier weights.

Now displace the Gaussians on odd sites by \(u=0.25\) angstrom, so that site 1 lies at \(a+u\), orthonormalize again and keep the coefficients \(C\). The displacement is imposed independently of the hoppings and is not meant as the geometry that produces them. The Wannier weights cannot change, but the plane-wave weights become 0.965 and 0.028. Their sum, 0.993, is no longer 1, because the space spanned by the displaced functions is not carried into itself by a primitive translation and need not hold exactly one state per primitive momentum; the sum at \(k+\pi/a\) is 1.007. The size of the effect depends on the orbitals: for a standard deviation of \(0.2a\) the weights are 0.950 and 0.048, and for \(0.4a\) they are 0.974 and 0.021. Reversing the sign of \(u\) at \(0.3a\) changes them by less than 0.001. The displacement of the orbitals is itself a breaking of the primitive symmetry, and the label-based weight leaves it out.

One cannot repair this by putting the displaced position \(a+u\) into the phase in place of the lattice vector \(a\). Adding the two terms \(\tfrac12|C_0+e^{-ik(a+u)}C_1|^2\) for \(k\) and \(k+\pi/a\) gives

\[
1+\mathrm{Re}\left\{C_0^*C_1\,e^{-ik(a+u)}\left(1-e^{-i\pi u/a}\right)\right\},
\]

where \(e^{-i\pi(a+u)/a}=-e^{-i\pi u/a}\) was used. The bracket vanishes for \(u=0\). For \(u=0.25\) angstrom and \(ka=0.3\pi\) the totals are 1.057 for the lower state and 0.943 for the upper one. The deviations are opposite because completeness makes \(\sum_JC_{0J}^*C_{1J}\) zero. They also depend on which copy of the second momentum is taken, since these phases are not periodic in the primitive reciprocal lattice: \(k-\pi/a\) in place of \(k+\pi/a\) gives 0.989 and 1.011. Such numbers do not share out one electron state among the primitive momenta, whereas the weights with lattice-vector phases do.
